# Gartner collection efficiency of a photodiode with a thick neutral region

When the responsivity of a photodiode is estimated, one must decide whether light absorbed behind the depletion layer counts as signal. If it does not, strong collection needs a depletion layer several absorption lengths wide, and so light doping or a large bias. If it does, a much narrower layer may suffice, provided that the minority carriers live long enough to diffuse back. The theorem below settles the question for steady illumination.

## Setting and assumptions

Light of one wavelength travels along $x$ and enters the semiconductor at $x=0$. The depletion layer occupies $0<x<W$ and a uniform neutral region follows. The neutral region is taken as n-type, so its minority carriers are holes; for p-type material the carriers exchange roles. The following is assumed.

1. The state is steady and one-dimensional. Each absorbed photon creates one electron-hole pair.
2. The front contact layer is so thin that it absorbs nothing. Inside the depletion layer there is neither recombination nor multiplication.
3. The neutral region has no field. Its hole diffusion coefficient $D$ and lifetime $\tau$ are constant, and the excess hole density is far below the doping.
4. The neutral region is much thicker than the diffusion length $L=\sqrt{D\tau}$, and is treated as unlimited.
5. The junction removes every hole that reaches $x=W$, so the excess density $p$ produced by light vanishes there.

Let $\Phi$ be the photon flux just inside the surface and $\alpha$ the absorption coefficient. The flux at depth $x$ is $\Phi e^{-\alpha x}$. Its loss per unit length is the generation rate,

$$G(x)=\alpha\Phi e^{-\alpha x}.$$

**Theorem.** Under these assumptions the number of carriers collected per photon entering the semiconductor is

$$\eta=1-\frac{e^{-\alpha W}}{1+\alpha L}.$$

This is an internal efficiency. If a fraction $R$ of the incident light is reflected at the surface, the efficiency per incident photon is $(1-R)\eta$.

## Two lemmas and the proof

**Lemma 1 (depletion layer).** The depletion layer contributes $1-e^{-\alpha W}$.

*Proof.* The field separates every pair created there and none recombines. The contribution is therefore the absorbed fraction,

$$\frac1\Phi\int_0^W\alpha\Phi e^{-\alpha x}\,dx=1-e^{-\alpha W}.\qquad\blacksquare$$

**Lemma 2 (neutral region).** Let $s=x-W$ and let $\Phi_1=\Phi e^{-\alpha W}$ be the photon flux that enters the neutral region. For $\alpha L\neq1$ the excess hole density is

$$p(s)=\frac{\Phi_1}{D}\,\frac{\alpha L^2}{1-\alpha^2L^2}\left(e^{-\alpha s}-e^{-s/L}\right),$$

and for $\alpha L=1$ it is $p(s)=(\Phi_1/2D)\,s\,e^{-s/L}$. In both cases the hole flux into the junction is $\Phi_1\,\alpha L/(1+\alpha L)$.

*Proof.* The hole flux in the direction of increasing $s$ is $-Dp'$. In the steady state its divergence equals generation minus recombination, hence

$$Dp''-\frac p\tau+\alpha\Phi_1e^{-\alpha s}=0 .$$

Try $p=Ce^{-\alpha s}$. After division by the exponential and multiplication by $\tau$,

$$C(\alpha^2L^2-1)+\alpha\Phi_1\tau=0,\qquad C=\frac{\alpha\Phi_1\tau}{1-\alpha^2L^2}=\frac{\Phi_1}{D}\,\frac{\alpha L^2}{1-\alpha^2L^2},$$

where $\tau=L^2/D$ was used. The equation without generation has the solutions $e^{-s/L}$ and $e^{s/L}$. The growing one is excluded because $p$ must stay bounded, and $p(0)=0$ fixes the coefficient of the decaying one at $-C$. This is the stated density.

Holes reach the junction by moving towards smaller $s$, so the collected flux is $+Dp'(0)$:

$$Dp'(0)=DC\left(\frac1L-\alpha\right)=\Phi_1\frac{\alpha L^2}{(1-\alpha L)(1+\alpha L)}\cdot\frac{1-\alpha L}{L}=\Phi_1\frac{\alpha L}{1+\alpha L}.$$

The factor $1-\alpha L$ has cancelled. When $\alpha L=1$ the trial function solves the equation without generation, so one tries $p=Kse^{-s/L}$ instead. Then

$$p''=K\left(\frac{s}{L^2}-\frac2L\right)e^{-s/L},\qquad Dp''-\frac p\tau=-\frac{2KD}{L}e^{-s/L}.$$

This must equal $-\alpha\Phi_1e^{-s/L}$, so $K=\alpha L\Phi_1/(2D)=\Phi_1/(2D)$. The flux is $DK=\Phi_1/2$, which agrees with the general expression at $\alpha L=1$. $\blacksquare$

*Proof of the theorem.* Divide the flux of Lemma 2 by $\Phi$ and add Lemma 1:

$$\eta=1-e^{-\alpha W}+e^{-\alpha W}\frac{\alpha L}{1+\alpha L}
=1-e^{-\alpha W}\,\frac{(1+\alpha L)-\alpha L}{1+\alpha L}
=1-\frac{e^{-\alpha W}}{1+\alpha L}.\qquad\blacksquare$$

**Remark (where the missing carriers go).** Integrate the diffusion equation over the neutral region. Since $p'$ vanishes far away,

$$\int_0^\infty\frac p\tau\,ds=\Phi_1-Dp'(0)=\frac{\Phi_1}{1+\alpha L}.$$

The missing fraction $1-\eta$ is thus the recombination in the neutral region, if that region is also thick enough to absorb all the light.

**Remark (limits).** For $L\to0$ the depletion layer alone collects. For $W\to0$ the efficiency is $\alpha L/(1+\alpha L)$. For weak absorption, with $\alpha W$ and $\alpha L$ both small,

$$\eta=1-\left(1-\alpha W+\dots\right)\left(1-\alpha L+\dots\right)\approx\alpha(W+L).$$

In that limit the diode behaves as a perfect collector of thickness $W+L$.

## Collection probability

**Lemma 3.** For any generation profile $g(s)$ in the neutral region, a hole created at depth $s$ is collected with probability $w(s)=e^{-s/L}$.

*Proof.* Multiply $Dp''-p/\tau+g=0$ by $w$, integrate, and integrate the first term by parts twice:

$$\Big[wDp'-w'Dp\Big]_0^\infty+\int_0^\infty p\left(Dw''-\frac w\tau\right)ds+\int_0^\infty wg\,ds=0 .$$

The middle integral vanishes because $w''=w/L^2$. The bracket vanishes at infinity. At $s=0$, where $w=1$ and $p=0$, it leaves $-Dp'(0)$. Hence $Dp'(0)=\int_0^\infty wg\,ds$, so each created hole counts with weight $w(s)$. $\blacksquare$

With $g=\alpha\Phi_1e^{-\alpha s}$ the integral gives $\Phi_1\alpha/(\alpha+1/L)$, which is the flux of Lemma 2.

**Remark (dark current).** Under reverse bias the total hole density at the edge is close to zero, so the deviation from the equilibrium density $p_0$ is $-p_0$ there. Since $w'(0)=-1/L$, the term $-w'Dp$ in the bracket now contributes, and the result is

$$Dp'(0)=\int_0^\infty wg\,ds+\frac{Dp_0}{L}.$$

The second term does not depend on the light. It is a dark current that is subtracted when $\eta$ is measured.

**Corollary (finite thickness).** Let the neutral region end at $s=H$, and let no light be reflected there. The proof of Lemma 3 still holds if $w''=w/L^2$, $w(0)=1$, and $w$ obeys the same condition at $H$ as $p$. This gives

$$w_{\rm rec}=\frac{\sinh[(H-s)/L]}{\sinh(H/L)},\qquad w_{\rm refl}=\frac{\cosh[(H-s)/L]}{\cosh(H/L)}$$

for a back surface where all holes recombine ($p=0$) and for one that reflects them ($p'=0$). Writing the hyperbolic functions as exponentials yields

$$e^{-s/L}-w_{\rm rec}=e^{-H/L}\frac{\sinh(s/L)}{\sinh(H/L)},\qquad
w_{\rm refl}-e^{-s/L}=e^{-H/L}\frac{\sinh(s/L)}{\cosh(H/L)}.$$

For $s\le H$ neither difference exceeds $e^{-H/L}$. Carriers that the unlimited model places beyond $H$ had a collection probability below $e^{-H/L}$ as well. The error in $\eta$ is therefore at most $e^{-\alpha W}e^{-H/L}$, whatever the absorption length. "Thick" means thick compared with $L$, provided that no light returns from the back surface. If $\alpha H$ is not large, reflected light is absorbed near the junction on its second pass and the bound fails: for $H=500$ µm and $\alpha\approx11$ cm⁻¹ (1060 nm), a back reflectance of 0.3 to 0.9 adds 0.01 to 0.03 to $\eta=0.09$.

## A silicon diode at 850 nm

Consider a p⁺n silicon diode at 300 K with a donor density $N=10^{14}\ \mathrm{cm^{-3}}$ and a total junction drop $V=10.7$ V. The hole mobility is 450 cm²/Vs, the lifetime 5 µs and the absorption coefficient 535 cm⁻¹. These are rough typical values.

The diffusion coefficient follows from the Einstein relation, $D=450\times0.02585=11.63$ cm²/s, and

$$L=\sqrt{11.63\times5\times10^{-6}}\ \mathrm{cm}=76.3\ \mu\mathrm m .$$

With the donors fully uncovered, the field falls linearly from $qNW/\varepsilon$ at the junction to zero at $W$. The area under it is $V=qNW^2/(2\varepsilon)$, so $W=\sqrt{2\varepsilon V/(qN)}=11.76$ µm for a relative permittivity of 11.7.

Then $\alpha W=0.629$, $e^{-\alpha W}=0.533$, $\alpha L=4.08$, and

$$\eta=1-\frac{0.533}{5.08}=0.895 .$$

The depletion layer supplies 0.467 and the neutral region 0.428. Counting the depletion layer alone would miss nearly half of the signal. A finite-difference solution of the diffusion equation for the same numbers agrees with the formula to six decimals, 0.895094. The photon energy is 1.459 eV, so the internal responsivity is $0.8951/1.4586=0.614$ A/W.

With $W$ and $L$ held fixed, the balance shifts with wavelength. At 650 nm ($\alpha$ roughly 2800 cm⁻¹) the depletion layer gives 0.963 and the neutral region 0.035. At 1000 nm (roughly 64 cm⁻¹) the parts are 0.073 and 0.304, and $\eta=0.377$. The weak-absorption formula would give $0.0064\times88.0=0.56$ there. It is too large because $\alpha L$ is about 0.49, which is not small.

## How far the assumptions hold

**Thickness.** For a neutral region of 500 µm with a recombining back surface, $\eta$ at 850 nm falls by $5.6\times10^{-7}$. For 50 µm, less than $L$, the theorem fails: $\eta$ is 0.806 with a recombining back and 0.922 with a reflecting one. The second value exceeds that of the thick diode because holes turned back at the rear get another chance to reach the junction. Here this outweighs the loss of the light that leaves unabsorbed.

**The depletion edge.** Suppose first that the field falls linearly to zero at $x=W$ and stays zero beyond. The junction is then not a perfect sink at $W$, and the loss in this model can be estimated. In a field $E$ that pushes holes towards $x=0$, their flux in that direction is $Dp'+\mu Ep$, with $\mu$ the hole mobility. Repeating the integration by parts of Lemma 3 gives, for the collection probability $f(x)$,

$$Df''-\mu Ef'-\frac f\tau=0,\qquad f(0)=1 .$$

Neglect recombination inside the layer. With $E=qN(W-x)/\varepsilon$, $D/\mu=kT/q$ and the Debye length $\lambda=\sqrt{\varepsilon kT/(q^2N)}$,

$$f''=\frac{W-x}{\lambda^2}f',\qquad f'(x)=f'(W)\,e^{-(W-x)^2/2\lambda^2}.$$

In the neutral region $f=f(W)e^{-s/L}$, so $f'(W)=-f(W)/L$. Integrating $f'$ over the layer, with $W\gg\lambda$, gives

$$1-f(W)=\frac{f(W)}{L}\,\delta,\qquad\delta=\sqrt{\frac\pi2}\,\lambda,\qquad f(W)=\frac{L}{L+\delta}.$$

The neutral part of $\eta$ is thus reduced by the fraction $\delta/(L+\delta)$. Here $\lambda=0.409$ µm and $\delta=0.512$ µm, and the predicted loss is $0.428\times0.512/76.8=0.0029$. A numerical drift-diffusion solution through the whole device, with the same linear field, constant mobility and recombination everywhere, gives $\eta=0.892$, a loss of 0.0030. Recombination inside the layer and the imperfect sink at its edge together therefore cost about 0.3 percentage points in this model.

Most of this loss is an artefact of cutting the field off at $W$. In a real diode electrons spill into the edge of the layer, and the field has a tail that reaches beyond $W$. Let $\varphi(x)$ be the potential drop between $x$ and the neutral region, in units of $kT/q$. Without recombination $f'=-g\,e^{-\varphi}$ with a constant $g$, so beyond the tail

$$f(x)=1-g\,(x-X),\qquad X=\int_0^\infty\left(1-e^{-\varphi}\right)dx .$$

The holes thus see a perfect sink at $X$. The integrand is the uncovered fraction of the donors, so, if the whole drop lies in the n region and the holes spilling over from the p⁺ side are neglected, Gauss's law ties $X$ to the field at the junction, and Poisson's equation gives $X=\sqrt{2\varepsilon(V-kT/q)/(qN)}\approx W\,(1-kT/2qV)$. This is only 0.014 µm less than $W$, against $\delta=0.512$ µm for the truncated field. In a real p⁺n junction the spilled holes and the p side take up part of the drop. For acceptor densities from $10^{17}$ to $10^{19}$ cm⁻³ and Boltzmann statistics, $W-X$ is then 0.04 to 0.08 µm, and the total loss in $\eta$, recombination in the layer included, is 0.0004 to 0.0006. Assumption 5 is therefore much better than the linear field suggests.

**Injection level.** Setting $p'=0$ in Lemma 2 gives $\alpha L=e^{(\alpha-1/L)s}$, so the density peaks at

$$s=\frac{\ln(\alpha L)}{\alpha-1/L}=34.8\ \mu\mathrm m .$$

For 0.10 mW/cm² inside the silicon the peak is $1.9\times10^{10}$ cm⁻³, about $2\times10^{-4}$ of the doping. A uniform ohmic field strong enough to carry the whole photocurrent through the neutral region would change $\eta$ by $3.4\times10^{-5}$. Electrons diffuse faster than holes, which calls for a further field near the edge that this figure omits. Relative to the ohmic field it is of order $(1400/450-1)\times0.428/0.895\approx1$, where 1400 cm²/Vs is the electron mobility, so it does not alter the conclusion. Both fields grow with the light intensity, and at high intensity the linear theory fails.

**Dark current and breakdown.** At this irradiance the photocurrent density is $6.1\times10^{-5}$ A/cm². Taking a rough intrinsic density of $10^{10}$ cm⁻³, the dark diffusion current is $2.4\times10^{-10}$ A/cm². Thermal generation in the depletion layer, estimated as $qn_iW/(2\tau)$ for a midgap level, equal electron and hole lifetimes and the full rate throughout the layer, gives $1.9\times10^{-7}$ A/cm², or 0.3 % of the photocurrent. Within this model it is an upper value, since the rate is suppressed where carriers spill into the edges of the layer. The peak field $2V/W=0.018$ MV/cm is about 6 % of the often quoted 0.3 MV/cm and 8 to 9 % of the breakdown field at this low doping, roughly 0.21 to 0.24 MV/cm, consistent with the neglect of multiplication.

**Real diodes.** For a bare surface, reflection is the largest of the corrections estimated here. A refractive index of 3.65 gives $R=0.325$ and lowers the responsivity from 0.614 to 0.414 A/W; an antireflection coating recovers much of this. A front layer of 0.2 µm from which no carriers are collected costs 0.0095 in $\eta$ at 850 nm, but 0.054 at 650 nm. The lifetime is the least certain input, since lightly doped silicon of good quality can far exceed 5 µs while contaminated material falls below it. Halving $L$ lowers $\eta$ to 0.825. An absorption coefficient 10 % larger raises it to 0.909 if $L$ is unchanged; heating increases the absorption but also alters $L$. In a waveguide detector the light runs along the junction instead of across it, so the generation profile assumed here does not apply.

For design, the theorem can be solved for the depletion width that keeps the loss at a chosen value $\ell=1-\eta$:

$$W=\frac1\alpha\ln\frac{1}{\ell\,(1+\alpha L)}\qquad\text{if }\ell\,(1+\alpha L)<1 .$$

If $\ell(1+\alpha L)\ge1$, diffusion alone meets the target. This holds under the assumptions of the theorem, in particular for steady light, a neutral region thick compared with $L$, and no light returning from the back surface. The loss $\ell$ is internal, so reflection and losses in the front layer come on top, and the required $W$ must be reachable without breakdown. Most of the values quoted for the silicon diode are listed in the numerical output below; most of the others follow from them by simple arithmetic.

## Values computed for the example and the checks

```
silicon p+n diode, T = 300 K, wavelength = 850 nm
donor density = 1.0e+14 cm^-3, junction drop = 10.7 V
hole mobility = 450 cm2/Vs, lifetime = 5.0 us
thermal voltage kT/q = 25.85 mV
hole diffusion coefficient D = 11.63 cm2/s
alpha = 535 /cm, absorption length = 18.69 um
depletion width W = 11.76 um
diffusion length L = 76.27 um
alpha*W = 0.6293, exp(-alpha*W) = 0.5330
alpha*L = 4.0803
collected from depletion layer = 0.4670
collected from neutral region = 0.4280
lost by recombination = 0.1049
eta, formula = 0.895094
eta, finite differences = 0.895094
largest error in dimensionless tests = 6.3e-07
photon energy = 1.4586 eV
internal responsivity = 0.6137 A/W
wavelength nm, alpha /cm, depletion part, neutral part, eta:
  650, 2800, 0.9629, 0.0355, 0.9983
  850, 535, 0.4670, 0.4280, 0.8951
  1000, 64, 0.0725, 0.3042, 0.3767
bare-surface reflectance (index 3.65) = 0.325
responsivity with that reflection = 0.414 A/W
eta lost in a dead layer of 0.2 um = 0.0095
eta change, neutral 500 um, recombining back = -5.6e-07
eta, neutral 50 um, recombining back = 0.8062
eta, neutral 50 um, reflecting back = 0.9221
Debye length = 0.409 um, delta = 0.512 um
eta with real drift in the layer = 0.8921
loss from weak edge field = 0.00298
estimate of that loss = 0.00286
irradiance = 0.10 mW/cm2, flux = 4.28e+14 /cm2/s
peak excess hole density = 1.86e+10 cm^-3
its depth below the depletion edge = 34.8 um
peak excess / donor density = 1.9e-04
eta change from ohmic field, at most = 3.4e-05
photocurrent density = 6.14e-05 A/cm2
dark current, diffusion = 2.4e-10 A/cm2
dark current, depletion generation = 1.9e-07 A/cm2
peak field = 0.0182 MV/cm
peak field / rough breakdown field = 0.061
eta if alpha is 10 % larger = 0.9088
eta if L is halved = 0.8247
```
